Square-root plasmon of a doped monolayer and its Keldysh correction

Part one: the restoring force and the long-wavelength plasmon

When the mobile carriers of a doped monolayer are pushed together along some lines and thinned out along others, the resulting charge pattern drives them back. They overshoot, and the density oscillates. The frequency depends on how strongly a ripple of given wavelength pulls on its own charges. In a sheet much of the electric field leaves the plane and passes through the surrounding media, so the pull along the plane depends on the wavelength. The bound electrons of the monolayer also polarize, and their effect depends on the wavelength too. The question is how these facts fix the plasmon frequency ω as a function of the wavevector q, and how much of the departure from the simplest law can be put down to the bound electrons.

Take a layer of zero thickness in the plane z = 0, with a medium of relative permittivity ε₁ above it and one of relative permittivity ε₂ below. The layer holds n mobile carriers per unit area, each of charge −e. Their band is parabolic and isotropic, with mass m, and spin and valleys together give each wavevector a degeneracy g. The temperature is zero and scattering is neglected. The bound electrons respond to an in-plane field E with a dipole moment per unit area P = ε₀χE. Since P is a moment per area and not per volume, χ is a length. It is taken as a constant, which requires ħω to be far below the energy at which the bound electrons are excited across the gap. The permittivities ε₁ and ε₂ are also taken as constants, so ħω must not lie near a resonance of the surroundings, such as an optical phonon of a polar substrate.

Start with the electrostatics. Let the carriers have an excess charge density σ exp(iq·r) in the plane, where r is the in-plane position. The potential has the same in-plane dependence, with an amplitude φ(z). Away from the sheet there is no charge, so Laplace's equation gives

d²φ/dz² = q²φ.

The solution that vanishes far away and is continuous at the sheet is φ(z) = φ₀ exp(−q|z|). A ripple of wavevector q therefore has a field that reaches a distance of about 1/q into the media.

The amplitude φ₀ follows from the charge on the sheet. The in-plane field is −∇φ, so P = −ε₀χ∇φ. The bound charge density is minus the divergence of P, and the in-plane Laplacian of exp(iq·r) brings a factor −q²:

σ_b = −∇·P = ε₀χ∇²φ = −ε₀χq²φ₀.

The normal displacement in the media is −ε₀ε dφ/dz. Just above the sheet it equals ε₀ε₁qφ₀, and just below it equals −ε₀ε₂qφ₀. By Gauss's law its jump is the whole charge on the sheet, with the layer's own bound charge included because that charge is not contained in ε₁ or ε₂:

ε₀q(ε₁ + ε₂)φ₀ = σ − ε₀χq²φ₀.

Define the mean permittivity κ = (ε₁ + ε₂)/2 and the Keldysh length r* = χ/2. Moving the last term to the left gives 2ε₀q(κ + r*q)φ₀ = σ, so that

φ₀ = σ / [2ε₀q(κ + r*q)].

An excess number density δn carries the charge σ = −eδn, and a carrier in the potential φ₀ has energy U = −eφ₀. The two minus signs cancel, so the result also holds for holes:

U = v(q)δn,  v(q) = e² / [2ε₀q(κ + r*q)].

The combination κ + r*q acts as a dielectric function that depends on wavevector. Its first part belongs to the surroundings and its second to the layer. The share of the layer is seen from the ratio of bound to free charge,

σ_b/σ = −r*q/(κ + r*q).

For long waves this ratio tends to zero: the field runs mostly outside the layer, and the layer's polarizability hardly matters. For q much larger than κ/r* the bound charge nearly cancels the free charge, and v(q) approaches e²/(2ε₀r*q²), in which the surroundings no longer appear. In a layer of finite thickness this form also requires q to be small compared with the inverse thickness, so it may not be reached.

The second ingredient is the response of the carriers to a potential energy of the form

U(r,t) = U exp[i(q·r − ωt)] + complex conjugate,

with U real and small. A carrier with wavevector k has the energy E(k) = ħ²k²/(2m). The perturbation mixes into its plane wave the waves with k + q and k − q. With S the area of the sheet, the state to first order is

ψ = S^(−1/2) exp(ik·r − iE(k)t/ħ) × {1 + c₊ exp[i(q·r − ωt)] + c₋ exp[−i(q·r − ωt)]}.

Insert this in the Schrödinger equation and compare the terms with equal space and time dependence. The two sidebands give

[E(k) + ħω]c₊ = E(k+q)c₊ + U,
[E(k) − ħω]c₋ = E(k−q)c₋ + U.

Let Δ = E(k+q) − E(k) and Δ′ = E(k−q) − E(k). Then

c₊ = U/(ħω − Δ),  c₋ = −U/(ħω + Δ′).

In the density |ψ|² the factor exp[i(q·r − ωt)] comes once from c₊ and once from the complex conjugate of the c₋ term. As both amplitudes are real, its coefficient is (c₊ + c₋)/S. The density of independent fermions is the sum over occupied states. With f = 1 for |k| below the Fermi wavevector k_F and f = 0 above, and with the sum over k replaced by S∫d²k/(2π)², the total amplitude is δn = ΠU, where

Π = g∫d²k/(2π)² f(k) [1/(ħω − Δ) − 1/(ħω + Δ′)].

In the second term replace k by −k. The Fermi disk is unchanged, and Δ′ becomes E(−k−q) − E(−k), which equals Δ because the energy depends on the length of the wavevector alone. The two fractions then combine to

Π(q,ω) = g∫d²k/(2π)² f(k) 2Δ/[(ħω)² − Δ²],

with

Δ = ħ²q²/(2m) + ħ²kq cosθ/m,

where θ is the angle between k and q. With v_F = ħk_F/m, the values of Δ lie between ħ²q²/(2m) − ħv_Fq and ħ²q²/(2m) + ħv_Fq. The upper end has the larger magnitude. No denominator vanishes if

ω > v_Fq + ħq²/(2m).

Above this edge no single carrier can take up the energy ħω together with the momentum ħq, and Π is real.

The carriers feel an external potential, if there is one, and the mean potential of their own density: U = U_ext + vδn. Treating the interaction through this mean potential alone is the random-phase approximation. Together with δn = ΠU it gives

δn = ΠU_ext/(1 − vΠ).

A density oscillation without an external drive therefore needs

1 = v(q)Π(q,ω).

For a first solution suppose that ħω is much larger than every |Δ|. Then Δ² in the denominator can be dropped. The term of Δ with cosθ averages to zero over the disk, and the other term is the same for all carriers. Since the integral of gf over d²k/(2π)² is the density n, the result is

Π ≈ 2n[ħ²q²/(2m)]/(ħω)² = nq²/(mω²).

Planck's constant has cancelled, and the same expression follows from Newton's law for a cold fluid of carriers. With fluid velocity V, the force law m∂V/∂t = −∇U and the continuity equation ∂δn/∂t = −n∇·V give ∂²δn/∂t² = (n/m)∇²U, which for a plane wave is ω²δn = (nq²/m)U.

Putting this Π into the mode condition gives ω² = nq²v(q)/m. Define

A = ne²/(2ε₀κm),  ℓ = r*/κ.

Here A has the dimension of an acceleration and ℓ is a length. Dividing numerator and denominator by κ,

ω² = ne²q/[2ε₀m(κ + r*q)] = Aq/(1 + ℓq).

For ℓq ≪ 1 this is the square-root law,

ω = √(Aq).

Its origin can be read from ω² = nq²v/m. Inertia and continuity supply the factor q², and the Coulomb interaction of a sheet supplies 1/q. One power of q remains. In a bulk medium the interaction varies as 1/q², and the frequency of a long wave stays finite. In the sheet the restoring force fades as the wave is stretched.

The law cannot hold down to q = 0. The phase velocity ω/q = √(A/q) grows without limit as q falls, while the electrostatic treatment assumes that the field follows the charge at once. In a uniform medium of permittivity κ the wave equation replaces q² in the equation for the decay away from the sheet by q² − κω²/c². The replacement is harmless if κω²/(c²q²) ≪ 1. With ω² = Aq this becomes

q ≫ κA/c².

For two different media the same expression sets the scale. The square-root law is thus an intermediate law: q must be large on this scale and small compared with 1/ℓ and with one further scale, which is now to be found. In a device two other lower limits are usually stricter. The media were taken to fill both half-spaces; a metal gate at a distance d below the sheet replaces ε₂ by ε₂ coth(qd), so the law needs qd ≫ 1. Neglect of scattering needs ωτ ≫ 1, with τ the momentum relaxation time.

The local formula contains the effect of the bound electrons by itself. Expanding its square root,

ω = √(Aq)(1 + ℓq)^(−1/2) = √(Aq)[1 − ℓq/2 + …].

Polarization of the layer weakens the restoring force, and does so more for shorter waves. For ℓq ≫ 1 the local formula levels off at ω² = A/ℓ = ne²/(2ε₀mr*), which has the form of a bulk plasma frequency because v then varies as 1/q². Whether the plasmon comes near this plateau depends on the assumption that ħω is large compared with |Δ|, and that assumption becomes worse as q grows.

The next term of Π shows how soon it matters. From

2Δ/[(ħω)² − Δ²] = 2Δ/(ħω)² + 2Δ³/(ħω)⁴ + …

the average of Δ³ over the disk is needed. Write Δ = a + b, with a = ħ²q²/(2m) and b = ħ²kq cosθ/m. Odd powers of b average to zero, so the average is a³ + 3a⟨b²⟩. The first part is of order q⁶ and the second of order q⁴, and for small q the second dominates. The average of cos²θ is 1/2 and that of k² over a uniform disk is k_F²/2, hence ⟨k²cos²θ⟩ = k_F²/4 and

⟨b²⟩ = (ħ²q/m)²k_F²/4 = ħ²v_F²q²/4.

The added part of Π is 2n × 3a⟨b²⟩/(ħω)⁴ = (3/4)nv_F²q⁴/(mω⁴). Therefore

Π ≈ [nq²/(mω²)][1 + (3/4)v_F²q²/ω²].

Multiply the mode condition by ω²:

ω² = [Aq/(1 + ℓq)][1 + (3/4)v_F²q²/ω²].

In the small term the leading value ω² = Aq/(1 + ℓq) may be used, which cancels the prefactor:

ω² ≈ Aq/(1 + ℓq) + (3/4)v_F²q².

The added term comes from the spread of velocities in the Fermi disk and raises the frequency. Compared with Aq it is (3/4)v_F²q/A, which is linear in q, as the Keldysh correction −ℓq is. The two must be kept together. To compare them, count the states in the disk: n = gπk_F²/(2π)² = gk_F²/(4π), so k_F² = 4πn/g and v_F² = 4πħ²n/(gm²). Hence

v_F²/A = [4πħ²n/(gm²)][2ε₀κm/(ne²)] = 8πε₀κħ²/(gme²) = 2a*/g,

where a* = 4πε₀κħ²/(me²) is the effective Bohr radius. The density has dropped out. Through first relative order,

ω² = Aq{1 − [ℓ − 3a*/(2g)]q + …},
ω = √(Aq){1 − ½[ℓ − 3a*/(2g)]q + …}.

For long waves the dispersion bends below the square-root law if ℓ > 3a*/(2g), and above it if the inequality is reversed. At larger q the higher terms matter, and a branch that starts below the law can rise above it before it ends. Because ℓ varies as 1/κ and a* as κ, the ratio of the two lengths falls as 1/κ². Surroundings of high enough permittivity thus turn the softening into a stiffening within this model.


Part two: the full dispersion, its end, and a numerical case

The results carried over are these. A monolayer with n carriers per area, band mass m and degeneracy g lies between media of mean permittivity κ. Its bound electrons are described by the Keldysh length r*, and ℓ = r*/κ. Two carriers interact through v(q) = e²/[2ε₀q(κ + r*q)]. The plasmon obeys 1 = v(q)Π(q,ω) with

Π = g∫d²k/(2π)² f(k) [1/(ħω − Δ) − 1/(ħω + Δ)],

where f selects the Fermi disk of radius k_F and Δ = ħ²q²/(2m) + ħ²kq cosθ/m. The Fermi speed is v_F = ħk_F/m. The scales are A = ne²/(2ε₀κm) and a* = 4πε₀κħ²/(me²), with v_F²/A = 2a*/g. For long waves ω² is near Aq/(1 + ℓq) + (3/4)v_F²q². This is an expansion, and it does not tell where the plasmon ceases to exist. Above the edge ω = v_Fq + ħq²/(2m), however, the integral can be done in closed form.

Measure lengths of wavevectors in units of k_F and velocities in units of v_F:

x = q/k_F,  s = k/k_F,  u = ω/(v_Fq),  ν± = u ± x/2.

Since ħ²q²/(2m) divided by ħv_Fq is q/(2k_F) = x/2, the denominators become

ħω − Δ = ħv_Fq(ν₋ − s cosθ),
ħω + Δ = ħv_Fq(ν₊ + s cosθ).

The edge is at ν₋ = 1. Above it ν₋ and ν₊ both exceed s for every occupied state. The angular integral needed is that of 1/(a − b cosθ) with a > |b|. Put t = tan(θ/2), so that dθ = 2dt/(1 + t²) and cosθ = (1 − t²)/(1 + t²). As θ runs from −π to π, t runs over the whole real line, and

∫dθ/(a − b cosθ) = ∫2dt/[(a − b) + (a + b)t²] = 2π/√(a² − b²).

The sign of b does not matter. With d²k = k_F²s ds dθ,

Π = [gk_F²/(2πħv_Fq)] ∫₀¹ s ds [1/√(ν₋² − s²) − 1/√(ν₊² − s²)].

The function −√(ν² − s²) has the derivative s/√(ν² − s²), so each radial integral equals ν − √(ν² − 1). The prefactor can be written with the density of states at the Fermi energy, N₀ = gm/(2πħ²): inserting v_F = ħk_F/m gives gmk_F/(2πħ²q) = N₀/x. Since ν₋ − ν₊ = −x,

Π = (N₀/x)[√(ν₊² − 1) − √(ν₋² − 1) − x].

Now define the dimensionless quantity

w = 1/(vN₀) = [2ε₀q(κ + r*q)/e²][2πħ²/(gm)] = (a*q/g)(1 + ℓq).

It is small when the interaction at wavevector q is strong compared with 1/N₀. All the Keldysh screening of the problem now sits in the factor 1 + ℓq. The mode condition Π = 1/v = N₀w, multiplied by x/N₀, reads

R₊ − R₋ = x(1 + w) = D,  with R± = √(ν±² − 1).

The roots can be removed because the difference of their squares is simple:

R₊² − R₋² = ν₊² − ν₋² = 2ux.

Dividing this by R₊ − R₋ = D gives R₊ + R₋ = 2ux/D. Half the sum and half the difference of the last two relations are

R₊ = ux/D + D/2,  R₋ = ux/D − D/2.

Square the first of these and use R₊² = (u + x/2)² − 1:

u² + ux + x²/4 − 1 = u²x²/D² + ux + D²/4.

The terms ux cancel. Collecting u²,

u²(1 − x²/D²) = 1 + (D² − x²)/4.

Multiplication by D²/(D² − x²) gives u² = D²/(D² − x²) + D²/4. With D = x(1 + w), the difference D² − x² equals x²w(2 + w), and therefore

ω² = v_F²q² {(1 + w)²/[w(2 + w)] + x²(1 + w)²/4}.

This is the plasmon dispersion of the model in the random-phase approximation, provided that R₋ is not negative. Squaring lost that condition, so it has to be imposed. From the expression for R₋ it is ux ≥ D²/2. Both sides are positive, so they may be squared, and the value of u² inserted:

x²[D²/(D² − x²) + D²/4] ≥ D⁴/4.

Multiply by 4/D² and move x² to the right:

4x²/(D² − x²) ≥ D² − x².

Hence (D² − x²)² ≤ 4x², or D² − x² ≤ 2x. Dividing by x,

xw(2 + w) ≤ 2.

When this holds, ν₋² = 1 + R₋² is at least 1. Moreover u > D/2 > x/2, so ν₋ is positive, and the solution lies on or above the edge as required. The left side of the inequality grows steadily with q. The undamped plasmon therefore ends at a single wavevector, where xw(2 + w) = 2 and ν₋ = 1. Beyond it no undamped solution exists above the edge. Just below the edge a carrier can be lifted out of the Fermi disk with the energy and momentum of the wave, which provides a channel of decay. Keldysh screening makes w larger at every q, so the end is reached at a smaller wavevector than with r* = 0.

The long-wavelength series follows from small w. First separate

(1 + w)²/[w(2 + w)] = 1 + 1/[w(2 + w)],

which holds because (1 + w)² = 1 + w(2 + w). Then

1/[w(2 + w)] = [1/(2w)](1 + w/2)^(−1) = 1/(2w) − 1/4 + w/8 − …

and the sum is 1/(2w) + 3/4 + w/8 − …. Multiply each term by v_F²q² and use v_F² = 2a*A/g. The first term gives

v_F²q²/(2w) = (2a*A/g)q² × g/[2a*q(1 + ℓq)] = Aq/(1 + ℓq),

the local result. The second gives (3/4)v_F²q² = Aq × 3a*q/(2g), the contribution of the velocity spread. The third, with w ≈ a*q/g, gives (2a*A/g)q² × a*q/(8g) = Aq × a*²q²/(4g²). The remaining part of the dispersion, v_F²q²x²/4 for small w, is Aq × a*q³/(2gk_F²), one order higher. With 1/(1 + ℓq) = 1 − ℓq + ℓ²q² − …,

ω² = Aq{1 − [ℓ − 3a*/(2g)]q + [ℓ² + a*²/(4g²)]q² + …}.

The coefficients shown do not depend on the density. It first enters the bracket in the term of order q³, through k_F.

The linear coefficient also shows what a measured dispersion can and cannot give. If ω²/q is plotted against q, the electrostatic series gives at small q a straight line with the intercept A and a slope, divided by A, of −L, where L = ℓ − 3a*/(2g). For the slope the condition q ≫ κA/c² is not enough. In a uniform medium retardation gives ω² = A√(q² − κω²/c²) ≈ Aq[1 − κA/(2c²q)], which adds κA/(2c²q²) to the slope divided by A, and this is small compared with |L| only for q ≫ √(κA/(2c²|L|)). The quadratic term of the series must be negligible as well. For the numerical case below that wavevector is 3 × 10⁶ m⁻¹, some 200 times κA/c²; the local slope with retardation changes sign near it and is about −0.62 nm where it comes closest, near q = 0.02 nm⁻¹, to −L = −0.68 nm. An accurate fit must therefore include both terms. The slope alone yields a difference of lengths. To obtain r*, both the term 3a*/(2g) and the permittivity κ must be known separately, because the slope contains r* only through ℓ = r*/κ.

Several neglected effects enter at the same order. Exchange and correlation change the interaction at short range. If their effect for small q is represented by a constant f added to v, then ω² = nq²(v + f)/m, and the relative change is f/v ≈ 2ε₀κqf/e², again linear in q. A finite thickness does the same. In a uniform surrounding medium the interaction of charges at heights z and z′ carries the factor exp(−q|z − z′|) ≈ 1 − q|z − z′|, whose average over the charge profile lowers v by a relative amount linear in q. Temperature raises the mean square velocity and with it the velocity-spread term; in the numerical case below its length grows from 0.318 nm to 0.388 nm at 300 K. A change of κ proportional to ω² is also linear in q, because ω² is. The coefficient found here therefore belongs to the random-phase approximation for a sheet of zero thickness at zero temperature with constant κ.

For a numerical case take round parameters: a mass of 0.25 electron masses, g = 4, n = 2 × 10¹⁷ m⁻², ε₁ = 3, ε₂ = 5 and r* = 4 nm. Then κ = 4, ℓ = 4 nm/4 = 1 nm, and the definition of a* gives 0.847 nm. The velocity-spread length is

3a*/(2g) = 3 × 0.847 nm/8 = 0.318 nm,

and the net length is 1 nm − 0.318 nm = 0.682 nm. Within the random-phase approximation, the motion of the carriers thus cancels about a third of the Keldysh softening at first order. If the permittivity of the surroundings is varied with all else fixed, the ratio of the two lengths scales as 1/κ², and the linear term vanishes at κ = 4 × √(1/0.318) ≈ 7.1.

The coefficient A is 3.18 × 10²⁰ m s⁻². At q = 0.1 nm⁻¹ = 10⁸ m⁻¹ the square-root law gives

ω = √(3.18 × 10²⁰ × 10⁸) s⁻¹ = 1.78 × 10¹⁴ s⁻¹,

or ħω = 117.4 meV. The local Keldysh formula divides this by √1.1 and gives 112.0 meV. The full dispersion gives 113.9 meV. The series for ω through first order gives 117.4 meV × (1 − 0.682 × 0.1/2) = 113.4 meV. The second-order term accounts for the remaining 0.5 meV to the accuracy shown. If the bracket in ω² is written 1 − Lq + Mq², its square root has the second-order part (M/2 − L²/8)q². Here L = 0.682 nm and M = 1 nm² + (0.847 nm)²/64 = 1.01 nm², so this part is 0.0045, or 0.5 meV.

The same comparison at four wavevectors, with energies in meV, is as follows.

q (nm⁻¹) | √(Aq) | local | full | full, r* = 0
0.05 | 83 | 81 | 82 | 84
0.10 | 117 | 112 | 114 | 119
0.20 | 166 | 152 | 157 | 171
0.40 | 235 | 198 | 217 | 251

The last column lies above the square-root law, in agreement with the positive sign of the first-order term when ℓ = 0. The effect of the bound electrons is the difference between the last two columns. At q = 0.1 nm⁻¹ they lower the full frequency by 4.5 percent relative to its value for r* = 0. The first-order estimate ℓq/2 gives 5 percent. Measured against the square-root law, the full frequency at this wavevector is lower by 3 percent, and that smaller figure would understate the screening. At q = 0.4 nm⁻¹ the local formula is 19 meV too low compared with the full result. Adding (3/4)v_F²q² to its square raises it to 215 meV, about 2 meV below the full value.

The energies in the table assume that κ is constant over their range. In polar surroundings with optical phonons at such energies κ depends on frequency, and the table does not apply.

Retardation is of no concern at these wavevectors. The scale κA/c² is 1.4 × 10⁴ m⁻¹, while the smallest q in the list is 5 × 10⁷ m⁻¹. A gate and scattering can matter. At q = 0.05 nm⁻¹ a metal gate 20 nm below the sheet lowers ω²/(Aq) from 0.97 to 0.82, while one at 90 nm leaves it unchanged to these digits. A mobility of 50 cm²/(V s) with this mass means ħ/τ = 93 meV, more than the first energy in the table; 1000 cm²/(V s) means 4.6 meV. Inducing the density with a single gate across a dielectric of permittivity 4 takes a field of 0.9 V/nm, which must be compared with the breakdown field of that dielectric.

The end of the branch follows from xw(2 + w) = 2, solved numerically by bracketing the root. With k_F = √(4πn/g) = 0.793 nm⁻¹ the solution is q = 1.17 nm⁻¹, or x = 1.47. On the edge ħω = ħv_Fq + ħ²q²/(2m) = E_F(2x + x²), where E_F = ħ²k_F²/(2m) is the Fermi energy, here 95.8 meV. The energy at the end is therefore

95.8 meV × (2 × 1.47 + 1.47²) ≈ 490 meV.

The plateau of the local formula, ħ√(A/ℓ), lies at 371 meV. The full plasmon rises through this value before it ends, so the plateau is not a bound on its energy. For the parameters chosen here, the velocity spread is no longer a small addition by the time ℓq is of order one. For r* = 0 the same equations put the end at q = 1.78 nm⁻¹ and 909 meV.

These end points ask more of the model than the long-wave results do. A carrier that takes up the momentum ħq at the end of the branch with r* can reach the energy E_F(1 + x)² = 95.8 meV × 2.47² ≈ 585 meV above the band minimum, and the band must be parabolic up to there. The gap must be large compared with 490 meV if the static r* is to serve, and the thickness of the layer must be small compared with 1/q ≈ 0.9 nm. A layer several tenths of a nanometre thick does not meet the last condition well. The strength of the interaction screened by κ alone, without the factor 1 + ℓq, is measured by r_s = 1/(a*√(πn)), the radius of the disk that holds one carrier on average, in units of a*. Its value here is 1.5. As this is not small, exchange and correlation may shift the computed energies noticeably. As a guide, taking f as the second density derivative of the exchange energy per area of the Fermi disks gives 2ε₀κf/e² ≈ −0.09 nm with the interaction v(q) and −0.20 nm for r* = 0, against the velocity-spread length 0.318 nm. This static estimate leaves out correlation and the frequency dependence of f. The leading term √(Aq) is less exposed: a constant f adds to v a part that vanishes relative to v as q → 0, so A is unchanged by such a correction.
